\section*{The Schep interface resistance: derivation, uniqueness and limits of validity}

\section{What fixes the form of the answer}

If scattering in the metals spreads the arriving flux evenly over the channels, an interface between metals A and B is described by three dimensionless numbers: the numbers of propagating channels $N_A$ and $N_B$ at the Fermi energy, and the total transmission $T=\sum_{ij}T_{ij}$, summed over incoming channels $i$ and outgoing channels $j$. The quantum of resistance is $h/e^2$, so $R=(h/e^2)\,r(T,N_A,N_B)$. All three numbers grow in proportion to the cross-section, while a resistance falls as its inverse. Hence $r$ is homogeneous of degree $-1$.

Between ideal reservoirs the Landauer resistance is $1/T$ in units of $h/e^2$. It includes the cost of feeding current through finitely many channels, which depends on the metals and not on the scattering. We therefore seek
\begin{equation}
 r=\frac1T-g(N_A,N_B),\qquad g(N_A,N_B)=g(N_B,N_A),
\end{equation}
where the symmetry expresses that reversing the interface leaves its resistance unchanged. An imaginary cut through one metal has $T=N$ and must have $r=0$, so $g(N,N)=1/N$. Finally, resistances in series must add. Lemma 3 below shows that two interfaces A/M and M/B separated by a mixing metal M obey $1/T_{12}=1/T_1+1/T_2-1/N_M$. Additivity of $r$ then requires
\begin{equation}
 g(N_A,N_M)+g(N_M,N_B)-g(N_A,N_B)=\frac1{N_M}.
\end{equation}
Setting B equal to A and using $g(N_A,N_A)=1/N_A$ gives
\begin{equation}
 g(N_A,N_M)=\frac12\left(\frac1{N_A}+\frac1{N_M}\right).
\end{equation}
The subtraction is half the Sharvin resistance $1/N$ of each metal. What remains is to prove the series law and to show that this $r$ is a real drop of electrochemical potential.

\section{Assumptions and theorem}

Atomic units are used in the algebra, so $h/e^2=2\pi$. Electrochemical potentials $\mu$ are energies measured from equilibrium, and $I$ is the particle current from A to B. The assumptions are:
\begin{enumerate}
\item One spin channel is treated, without spin flips, in linear response at zero temperature. The interface scatters elastically.
\item Scattering in the metals spreads the flux travelling in each direction uniformly over the channels before it meets an interface.
\item Interference between successive interfaces averages out, so that fluxes can be combined.
\end{enumerate}
The mixing in assumption 2 does not itself turn electrons back. Disorder that does so is counted as a further element of the circuit, with its own transmission.

\textbf{Theorem.} Under these assumptions the drop of local electrochemical potential across the interface, divided by the current, is
\begin{equation}
 R=\frac{h}{e^2}\,r,\qquad
 r=\frac1T-\frac12\left(\frac1{N_A}+\frac1{N_B}\right),
 \label{eq:schep}
\end{equation}
and the values of $r$ add in series.

\section{Lemmas and proof}

\textbf{Lemma 1 (current).} Let the electrons arriving from A have potential $\mu_A^+$ and those arriving from B have $\mu_B^-$. Then
\begin{equation}
 2\pi I=T(\mu_A^+-\mu_B^-),\qquad T\le\min(N_A,N_B).
 \label{eq:current}
\end{equation}

\emph{Proof.} A channel filled up to $\mu$ carries the extra flux $\int v\,dk/2\pi=\int dE/2\pi=\mu/2\pi$, because $v=dE/dk$. Let $t,r_A$ be the amplitude matrices for incidence from A, and $t',r_B$ those for incidence from B. Unitarity of the scattering matrix, used for its columns and for its rows, gives
\begin{equation}
 \mathrm{tr}(r_A^\dagger r_A+t^\dagger t)=N_A=\mathrm{tr}(r_Ar_A^\dagger+t't'^\dagger).
\end{equation}
The reflection terms are equal, so the total transmission is the same $T$ in both directions. No incoming channel transmits more than unity, hence $T\le N_A$ and $T\le N_B$. In B, the flux leaving the interface is $[T\mu_A^++(N_B-T)\mu_B^-]/2\pi$ and the flux arriving is $N_B\mu_B^-/2\pi$. Their difference is (\ref{eq:current}). $\square$

\textbf{Lemma 2 (local potential).} In a mixed region of a metal with $N$ channels, carrying $\mu^+$ to the right and $\mu^-$ to the left, the local electrochemical potential is $\mu=(\mu^++\mu^-)/2$, and $2\pi I=N(\mu^+-\mu^-)$.

\emph{Proof.} The current is the difference of the two fluxes $N\mu^\pm/2\pi$. In a bulk metal with time-reversed or inverted partner states, every right-moving state has a left-moving partner of equal speed, in general in the channel of opposite transverse wavevector. Summed over channels, the density of states $D=\sum_i1/(2\pi v_i)$ is therefore the same in the two directions. The extra density is $D(\mu^++\mu^-)$, while an equilibrium metal at potential $\mu$ has $2D\mu$. Equating the two gives the mean. $\square$

\emph{Proof of the drop.} Lemma 2 applied to A gives $\mu_A^-=\mu_A^+-2\pi I/N_A$, where $\mu_A^-$ belongs to the departing electrons after mixing. In B the arriving potential is $\mu_B^-$ and the departing one is $\mu_B^+=\mu_B^-+2\pi I/N_B$. The local potentials are thus
\begin{equation}
 \mu_A=\mu_A^+-\frac{\pi I}{N_A},\qquad
 \mu_B=\mu_B^-+\frac{\pi I}{N_B}.
\end{equation}
Subtracting them and inserting $\mu_A^+-\mu_B^-=2\pi I/T$ from Lemma 1,
\begin{equation}
 \frac{\mu_A-\mu_B}{I}
 =\frac{2\pi}{T}-\frac{\pi}{N_A}-\frac{\pi}{N_B}=2\pi r.
\end{equation}
The inverse transmission measures the difference between the two \emph{arriving} populations. The local potential in each metal also includes the departing population, and this moves each reading by half a Sharvin drop towards the other. $\square$

\textbf{Lemma 3 (series law).} For interfaces 1 and 2 separated by a mixed metal M,
\begin{equation}
 \frac1{T_{12}}=\frac1{T_1}+\frac1{T_2}-\frac1{N_M}.
 \label{eq:series}
\end{equation}

\emph{Proof.} Let $\mu_L^+$ arrive from the far left and $\mu_R^-$ from the far right. The same current flows everywhere:
\begin{align}
 2\pi I&=T_1(\mu_L^+-\mu_M^-), &
 2\pi I&=T_2(\mu_M^+-\mu_R^-), &
 2\pi I&=N_M(\mu_M^+-\mu_M^-).
\end{align}
Solve each equation for its difference, add the first two and subtract the third. Both middle potentials cancel:
\begin{equation}
 \mu_L^+-\mu_R^-=2\pi I\left(\frac1{T_1}+\frac1{T_2}-\frac1{N_M}\right).
\end{equation}
The left side equals $2\pi I/T_{12}$ by definition. $\square$

Subtracting $\frac12(1/N_A+1/N_B)$ from (\ref{eq:series}) and splitting $1/N_M$ into two halves gives $r_{12}=r_1+r_2$. Repeating this for a chain between reservoirs yields
\begin{equation}
 \frac1{T_{\rm tot}}=\frac12\left(\frac1{N_{\rm first}}+\frac1{N_{\rm last}}\right)+\sum_n r_n .
 \label{eq:chain}
\end{equation}
The contact cost appears once for the whole circuit, half at each end. This completes the proof of the theorem.

\textbf{Remark (what a series experiment can fix).} For any number $a$, the quantity $1/T-a/N_A-(1-a)/N_B$ is also additive: at a junction M the two subtractions are $(1-a)/N_M$ and $a/N_M$, with sum $1/N_M$. In a trilayer A/M/A the total is independent of $a$. Reversal symmetry, or the local potential of Lemma 2, selects $a=\frac12$.

\section{Why the bare Landauer value fails}

Draw $n$ imaginary planes through a uniform metal. Each has $T=N$, so adding bare Landauer resistances gives $n/N$, which grows with the number of planes drawn. The two-terminal value remains $1/N$, and (\ref{eq:schep}) assigns $r=0$ to each plane. For a general chain, (\ref{eq:series}) shows that the bare sum exceeds $1/T_{\rm tot}$ by $\sum_M1/N_M$ over the inner metals. The error is harmless for opaque interfaces, where $1/T\gg1/N$. For a chain of transparent interfaces between metals of similar channel number it is comparable with $1/T_{\rm tot}$ or larger.

Transparency does not always mean zero resistance. Since $T\le\min(N_A,N_B)$,
\begin{equation}
 r\ge\frac1{\min(N_A,N_B)}-\frac12\left(\frac1{N_A}+\frac1{N_B}\right)
 =\frac12\left|\frac1{N_A}-\frac1{N_B}\right| .
 \label{eq:bound}
\end{equation}
Metals with unequal channel numbers keep a resistance even when every channel of the poorer metal is fully transmitted, because the surplus channels of the richer one must reflect. The bound is a consequence of (\ref{eq:schep}) and holds only where the flux is mixed as in assumption 2; the last section shows that a specular interface between diffusive metals can fall below it.

\section{Example: a spin-dependent step}

Consider free electrons of equal mass on both sides of a sharp potential step. Let $K>k$ be the two Fermi wavevectors and $q$ the conserved transverse wavevector. The number of channels per area is $\int_{q<k_F}d^2q/(2\pi)^2=k_F^2/4\pi$. With normal wavevectors $p,p'$ on the two sides, continuity of the wave and its slope gives $1+\mathsf r=\mathsf t$ and $p(1-\mathsf r)=p'\mathsf t$. Hence $\mathsf r=(p-p')/(p+p')$, and each channel transmits $1-\mathsf r^2=4pp'/(p+p')^2$.

Put $\delta=K^2-k^2$. The larger and smaller normal wavevectors can be written $\sqrt\delta\cosh\eta$ and $\sqrt\delta\sinh\eta$, because their squares differ by $\delta$. Then $\mathsf r^2=e^{-4\eta}$. The measure is $d^2q/(2\pi)^2\to d(\delta\sinh^2\eta)/4\pi=\delta\sinh2\eta\,d\eta/4\pi$. At $q=0$, $e^{-2\eta_0}=\rho=(K-k)/(K+k)$. The reflected part is
\begin{align}
 \frac{\delta}{4\pi}\int_0^{\eta_0}\sinh2\eta\,e^{-4\eta}d\eta
 &=\frac{\delta}{8\pi}\left[\frac{1-\rho}{2}-\frac{1-\rho^3}{6}\right]
 =\frac{\delta}{4\pi}\,\frac{2-3\rho+\rho^3}{12},
\end{align}
and since $2-3\rho+\rho^3=(1-\rho)^2(2+\rho)$, the transmission per area $\mathcal A$ is
\begin{equation}
 \frac{T}{\mathcal A}=\frac1{4\pi}\left[k^2-\frac{(K^2-k^2)(1-\rho)^2(2+\rho)}{12}\right].
\end{equation}

Take a normal metal with band depth 7 eV and a ferromagnet with depths 8 eV (majority) and 4 eV (minority). These are round model parameters. The Sharvin terms $\mathcal A/N$ are 6.840, 5.985 and 11.969 \AA$^2$, respectively. The formula gives $\mathcal A/T=6.998$ \AA$^2$ for majority and $13.286$ \AA$^2$ for minority electrons. In \AA$^2$, to be multiplied by $h/e^2$,
\begin{align}
 \mathcal A r_\uparrow&=6.998-\tfrac12(6.840+5.985)=0.586,\\
 \mathcal A r_\downarrow&=13.286-\tfrac12(6.840+11.969)=3.882 .
\end{align}
These are 0.151 and 1.002 f$\Omega\,$m$^2$. The bound (\ref{eq:bound}) is 0.427 and 2.565 \AA$^2$, so most of each resistance comes from the mismatch in channel number; partial reflection of the remaining channels supplies the rest.

The bare majority value is about twelve times $r_\uparrow$. This distorts the spin asymmetry $(r_\downarrow-r_\uparrow)/(r_\downarrow+r_\uparrow)$. It is $3.296/4.468=0.74$ with (\ref{eq:schep}), but $6.288/20.284=0.31$ with bare values, because the contact terms enlarge the denominator by a greater factor than the numerator.

The series law can be examined with coherent waves. Represent the normal metal by 42 channels and the ferromagnet by 48 or 24, six per eV of band depth, with evenly spaced transverse energies. Build a chain of four such interfaces, normal metal at both ends, and multiply the forward and backward amplitudes in each inner metal by independent random unitary matrices. Averaging $T_{\rm tot}$ over 200 draws and inverting gives the first column below; a uniform metal with four imaginary cuts is included.
\begin{center}
\begin{tabular}{lccc}
chain & coherent & eq. (\ref{eq:chain}) & bare sum\\
uniform & 0.0238 & 0.0238 & 0.0952\\
majority & 0.0318 & 0.0318 & 0.0973\\
minority & 0.0774 & 0.0775 & 0.1847
\end{tabular}
\end{center}
The minority values differ by about one standard error of the average, 0.0001. Independent forward and backward matrices break time-reversal symmetry and so remove weak localization. If the backward matrix is instead the transpose of the forward one, an interference correction survives the average and raises the minority value by about 0.7\%, a departure from assumption 3 at these channel numbers. The bare excess there is $2/24+1/42=0.107$, one Sharvin term for each inner metal, as derived above.

\section{Where the mixing assumption fails}

In a real diffusive metal the arriving electrons carry the anisotropy of the bulk current. To see the consequence, put a specular barrier at $x=0$ inside one metal with a spherical Fermi surface, isotropic bulk scattering and mean free path $\ell$. Let $g(x,m)$ be the potential of electrons with direction cosine $m$, and $\bar g=\frac12\int_{-1}^1g\,dm$. The Boltzmann equation is
\begin{equation}
 m\,\partial_xg=-(g-\bar g)/\ell .
\end{equation}
Far to the right, for unit potential gradient, $g=c+x-m\ell$. Reversing position, direction and bias gives $g(-x,-m)=-g(x,m)$, so the extrapolated jump is $2c$. Since $q^2=k_F^2(1-m^2)$, the channels are distributed as $2Nm\,dm$ on $0<m<1$. The current flows to the left, with
\begin{equation}
 2\pi|I|=N\int_0^12m\,[g(x,-m)-g(x,m)]\,dm=\frac{4N\ell}{3},
 \qquad Nr=\frac{2c}{4\ell/3}=\frac{3c}{2\ell}.
 \label{eq:jump}
\end{equation}
This flux is independent of $x$, because the scattering term integrates to zero over $m$.

Let the barrier reflect with probability $\mathcal R(m)$ and transmit with $\mathcal T=1-\mathcal R$. On its right side, $g(0,m)=\mathcal Rg(0,-m)-\mathcal Tg(0,-m)$ for $m>0$; the minus sign comes from the antisymmetry. Now consider
\begin{equation}
 W=\int_{-1}^1m\,g(x,m)\,(x+m\ell)\,dm .
\end{equation}
Using the Boltzmann equation in the first term,
\begin{equation}
 \frac{dW}{dx}=\int_{-1}^1\left[-\frac{g-\bar g}{\ell}(x+m\ell)+mg\right]dm
 =\frac{-2x\bar g+2x\bar g}{\ell}=0,
\end{equation}
because the two integrals of $mg$ cancel. Far away, $W=\frac23c\ell$. At the barrier, $g(0,m)+g(0,-m)=2\mathcal Rg(0,-m)$, so $W=2\ell\int_0^1m^2\mathcal Rg(0,-m)\,dm$. Equating the two,
\begin{equation}
 c=3\int_0^1m^2\mathcal R(m)\,g(0,-m)\,dm .
\end{equation}
For weak reflection the arriving distribution tends to its barrier-free form $g(0,-m)=m\ell$. To leading order,
\begin{equation}
 Nr\to\frac92\int_0^1m^3\mathcal R\,dm,
 \qquad\text{whereas (\ref{eq:schep}) gives}\quad
 Nr\to2\int_0^1m\,\mathcal R\,dm .
\end{equation}
A constant small $\mathcal R$ gives $\frac98\mathcal R$ instead of $\mathcal R$, a modest difference. A barrier that reflects mainly grazing electrons is treated much worse, since these carry little of the bulk current.

A barrier $Z\delta(x)$ is such a case. The slope jumps by $2Z\psi$, so $ip(2\mathsf t-2)=2Z\mathsf t$ and $|\mathsf t|^2=p^2/(p^2+Z^2)$. With $p=mk_F$ and $z=Z/k_F$, $\mathcal R=z^2/(m^2+z^2)$. For $z\to0$ the Boltzmann result tends to $\frac94z^2$, while (\ref{eq:schep}) gives $z^2\ln(1/z^2)$, and their ratio tends to zero. Solving the full half-space problem with 80 Gauss--Legendre direction cosines on $0<m<1$ gives $Nr$:
\begin{center}
\begin{tabular}{cccc}
$z$ & Schep & Boltzmann & ratio\\
0.1 & 0.0484 & 0.0222 & 0.46\\
0.5 & 0.673 & 0.525 & 0.78\\
1 & 2.259 & 2.043 & 0.90\\
10 & 200.3 & 200.1 & 1.00
\end{tabular}
\end{center}
The opaque limit is recovered because then $c\gg\ell$, and the arriving distribution is nearly the constant $c$. The boundary condition turns the flux per channel, $2\pi|I|/N$ in (\ref{eq:jump}), into $\int_0^14m\mathcal Tg(0,-m)\,dm\simeq2cT/N$. Setting this equal to $4\ell/3$ gives $r\simeq1/T$.

Formula (\ref{eq:schep}) thus removes the spurious resistance of an imaginary cut in both descriptions, but for an interface that is not opaque its accuracy depends on mixing close to that interface, most of all when the reflection varies with angle. The step resistances above are values for that mixed regime. The step reflects mainly grazing electrons of the richer metal, so the correction is large: the same Boltzmann problem with isotropic scattering in both metals gives about 0.14 and 2.30 \AA$^2$ in place of 0.586 and 3.882, both below the bound (\ref{eq:bound}), and an asymmetry of about 0.88 in place of 0.74.

Numbers in the example were calculated in double precision.
